\section*{Gauge Phases in the Projector-Augmented-Wave Method in a Uniform Magnetic Field}

\section*{Setting}

Hartree atomic units are used, and the electron has charge $-1$. An electron in a uniform field $\mathbf B$ and a local potential $V$ has the Hamiltonian
\begin{equation}
H=\tfrac12(\mathbf p+\mathbf A)^2+V(\mathbf r),\qquad \mathbf A=\tfrac12\mathbf B\times\mathbf r ,
\end{equation}
in the symmetric gauge. Spin is left out.

The projector-augmented-wave (PAW) method writes the true orbital as $\psi=\mathcal T\tilde\psi$, where $\tilde\psi$ is smooth and
\begin{equation}
\mathcal T=1+\sum_{\mathbf R}K_{\mathbf R},\qquad
K_{\mathbf R}=\sum_i\bigl(|\phi_i^{\mathbf R}\rangle-|\tilde\phi_i^{\mathbf R}\rangle\bigr)\langle\tilde p_i^{\mathbf R}| .
\label{paw}
\end{equation}
The partial waves $\phi_i$, their smooth partners $\tilde\phi_i$ and the projectors $\tilde p_i$ come from the atom without field and are carried rigidly to each nucleus: $\phi_i^{\mathbf R}(\mathbf r)=\phi_i(\mathbf r-\mathbf R)$. Their number per atom is finite. Outside a sphere around the nucleus $\phi_i=\tilde\phi_i$ and $\tilde p_i=0$. Inside, $\langle\tilde p_i|\tilde\phi_j\rangle=\delta_{ij}$. Spheres of different atoms do not overlap.

\section*{(a) What does moving the atoms do to an eigenstate?}

\emph{Let $H\psi=\varepsilon\psi$. All atoms are moved by $\mathbf t$, while the field and the gauge stay fixed. Find the new eigenstate.}

\paragraph{Solution.} Plain translation, $(U_{\mathbf t}\psi)(\mathbf r)=\psi(\mathbf r-\mathbf t)$, moves the vector potential as well as $V$. The function $f=U_{\mathbf t}\psi$ therefore obeys
\begin{equation}
\Bigl[\tfrac12\bigl(\mathbf p+\tfrac12\mathbf B\times\mathbf r-\tfrac12\mathbf B\times\mathbf t\bigr)^2+V(\mathbf r-\mathbf t)\Bigr]f=\varepsilon f .
\end{equation}
The constant $-\frac12\mathbf B\times\mathbf t$ must be removed. For any real $\lambda(\mathbf r)$, the product rule gives
\begin{equation}
(\mathbf p+\mathbf A)\,e^{i\lambda}f=e^{i\lambda}(\mathbf p+\nabla\lambda+\mathbf A)f .
\label{gauge}
\end{equation}
We need $\nabla\lambda=-\frac12\mathbf B\times\mathbf t=\frac12\mathbf t\times\mathbf B$, so $\lambda_{\mathbf t}(\mathbf r)=\frac12\mathbf r\cdot(\mathbf t\times\mathbf B)$. The new eigenstate, with the same energy, is $M_{\mathbf t}\psi$, where
\begin{equation}
M_{\mathbf t}=e^{i\lambda_{\mathbf t}}U_{\mathbf t},\qquad
\lambda_{\mathbf t}(\mathbf r)=\tfrac12\,\mathbf r\cdot(\mathbf t\times\mathbf B).
\label{mt}
\end{equation}
This is the magnetic translation. For $\mathbf t\parallel\mathbf B$ the phase vanishes and plain translation suffices.

\section*{(b) Does the ordinary transformation follow?}

\emph{A covariant transformation satisfies $\mathcal T[\{\mathbf R+\mathbf t\}]=M_{\mathbf t}\,\mathcal T[\{\mathbf R\}]\,M_{\mathbf t}^\dagger$. Decide whether (\ref{paw}) does, and whether a failure must spoil the energies.}

\paragraph{Solution.} Since the atomic functions are carried rigidly, $U_{\mathbf t}K_{\mathbf R}U_{\mathbf t}^\dagger=K_{\mathbf R+\mathbf t}$. Hence
\begin{equation}
M_{\mathbf t}\,\mathcal T[\{\mathbf R\}]\,M_{\mathbf t}^\dagger
=1+e^{i\lambda_{\mathbf t}}\Bigl(\sum_{\mathbf R}K_{\mathbf R+\mathbf t}\Bigr)e^{-i\lambda_{\mathbf t}} .
\end{equation}
Covariance would require $e^{i\lambda_{\mathbf t}}$ to commute with the sum. Multiply this condition from the left by the function that equals one in a single sphere and zero elsewhere. It commutes with $e^{i\lambda_{\mathbf t}}$ and selects one atom's term, so each $K=K_{\mathbf R+\mathbf t}$ would have to commute with $e^{i\lambda_{\mathbf t}}$ separately.

Let $W$ be the range of $K$. It is finite-dimensional, and it is not zero if the augmentation does anything. For $g=Kf$ in $W$, commutation would give $e^{i\lambda_{\mathbf t}}g=K(e^{i\lambda_{\mathbf t}}f)$, again in $W$. A linear map of a finite-dimensional complex space into itself has an eigenvector, so some nonzero $g$ would satisfy $(e^{i\lambda_{\mathbf t}}-c)\,g=0$ with a constant $c$. Then $g$ could differ from zero only where $e^{i\lambda_{\mathbf t}}=c$. For $\mathbf t\times\mathbf B\neq0$ this is a set of parallel planes, which has no volume, so $g=0$: a contradiction. Ordinary PAW is covariant for $\mathbf t\parallel\mathbf B$ and for no other nonzero shift.

This alone does not make energies wrong. If $\mathcal T$ is invertible and no further approximation is made, $\mathcal T^\dagger H\mathcal T\tilde\psi=\varepsilon\mathcal T^\dagger\mathcal T\tilde\psi$ is the same as $\mathcal T^\dagger(H-\varepsilon)\psi=0$, hence $H\psi=\varepsilon\psi$, whatever phases $\mathcal T$ lacks. The damage enters through the approximation examined in (d), or through a finite smooth basis.

\section*{(c) Which phases restore covariance?}

\emph{Find a modification of the atomic functions that makes the transformation covariant for every $\mathbf t$.}

\paragraph{Solution.} An atom at $\mathbf R$ can be regarded as one moved there from the origin, so (\ref{mt}) suggests giving its functions the phase $\chi_{\mathbf R}(\mathbf r)=\frac12\mathbf r\cdot(\mathbf R\times\mathbf B)$:
\begin{equation}
\mathcal T_B=1+\sum_{\mathbf R}e^{i\chi_{\mathbf R}}K_{\mathbf R}\,e^{-i\chi_{\mathbf R}} .
\label{gipaw}
\end{equation}
This is the gauge-including PAW transformation. To test the suggestion, move one phased partial wave:
\begin{align}
M_{\mathbf t}\,e^{i\chi_{\mathbf R}}\phi_i^{\mathbf R}
&=e^{\frac i2\mathbf r\cdot(\mathbf t\times\mathbf B)}\,
e^{\frac i2(\mathbf r-\mathbf t)\cdot(\mathbf R\times\mathbf B)}\,\phi_i^{\mathbf R+\mathbf t}\nonumber\\
&=e^{-\frac i2\mathbf t\cdot(\mathbf R\times\mathbf B)}\,
e^{i\chi_{\mathbf R+\mathbf t}}\,\phi_i^{\mathbf R+\mathbf t}.
\label{move}
\end{align}
The smooth partners and projectors acquire the same factors. The first factor on the right is a constant of modulus one. It enters once through the ket and once, conjugated, through the bra, and cancels. Thus $M_{\mathbf t}\mathcal T_B[\{\mathbf R\}]M_{\mathbf t}^\dagger=\mathcal T_B[\{\mathbf R+\mathbf t\}]$ for any field strength and any number of projectors.

The form of $\chi_{\mathbf R}$ belongs to the symmetric gauge. If $\mathbf A$ is replaced by $\mathbf A+\nabla\Lambda$, (\ref{gauge}) shows that orbitals change to $e^{-i\Lambda}\psi$, and $\mathcal T_B$ must change to $e^{-i\Lambda}\mathcal T_Be^{i\Lambda}$.

Both sides of the covariance condition were evaluated by explicit integration for two silicon atoms at $(1,-2,0.5)$ and $(5.5,1,-1)$ bohr, with $\mathbf B=(0.02,-0.03,0.05)$ and a smooth trial function of peak modulus near one. For $\mathbf t=(6,-4,3)$ bohr the largest mismatch at 60 points near the nuclei was $0.18$ without phases and $3\times10^{-14}$ with them. For the shift $\mathbf t=100\,\mathbf B$, along the field, ordinary PAW gave $4\times10^{-14}$.

\section*{(d) What happens to the one-centre terms?}

\emph{Practical PAW replaces $\mathcal T^\dagger O\mathcal T$ by one-centre matrix elements. State the assumption behind this, and find the kinetic elements with and without phases.}

\paragraph{Solution.} Let $O$ act at each point through the function and its derivatives there. Orbital and smooth orbital agree outside the spheres, so for one sphere $\Omega$
\begin{equation}
\langle\psi|O|\psi\rangle=\langle\tilde\psi|O|\tilde\psi\rangle
-\langle\tilde\psi|O|\tilde\psi\rangle_\Omega+\langle\psi|O|\psi\rangle_\Omega .
\end{equation}
Now assume that $\tilde\psi=\sum_ic_i\tilde\phi_i$ inside $\Omega$, with $c_i=\langle\tilde p_i|\tilde\psi\rangle$. Equation (\ref{paw}) then gives $\psi=\sum_ic_i\phi_i$ there, and
\begin{equation}
\tilde O=O+\sum_{ij}|\tilde p_i\rangle
\bigl(\langle\phi_i|O|\phi_j\rangle_\Omega-\langle\tilde\phi_i|O|\tilde\phi_j\rangle_\Omega\bigr)\langle\tilde p_j| .
\label{onecentre}
\end{equation}
In the Hamiltonian, $V$ is also replaced by a smooth $\tilde V$ in both smooth terms, where it cancels under the same assumption.

A magnetic translation multiplies $\tilde\psi$ by a phase that varies across the sphere. A function that lay in the span of the $\tilde\phi_i$ then generally leaves it, and (\ref{onecentre}) becomes inaccurate. With phased functions the expansion is applied to $e^{-i\chi_{\mathbf R}}\tilde\psi$, from which this variation has been removed. The matrix elements are those of $e^{-i\chi_{\mathbf R}}Oe^{i\chi_{\mathbf R}}$. By (\ref{gauge}), with $\boldsymbol\rho=\mathbf r-\mathbf R$,
\begin{equation}
e^{-i\chi_{\mathbf R}}(\mathbf p+\mathbf A)e^{i\chi_{\mathbf R}}
=\mathbf p+\tfrac12\mathbf B\times\mathbf r+\tfrac12\mathbf R\times\mathbf B
=\mathbf p+\tfrac12\mathbf B\times\boldsymbol\rho .
\end{equation}
Squaring, and using $\mathbf p\cdot(\mathbf B\times\boldsymbol\rho)=(\mathbf B\times\boldsymbol\rho)\cdot\mathbf p=\mathbf B\cdot\mathbf L$ with $\mathbf L=\boldsymbol\rho\times\mathbf p$, the one-centre kinetic operator is
\begin{equation}
\tfrac12p^2+\tfrac12\mathbf B\cdot\mathbf L+\tfrac18|\mathbf B\times\boldsymbol\rho|^2 .
\end{equation}
It does not contain $\mathbf R$. The smooth part is covariant by (a) and the phased projectors by (\ref{move}), so the truncated Hamiltonian and overlap are covariant too. In a complete smooth basis, moving the whole structure therefore leaves the computed energies unchanged; a finite basis can add a position dependence of its own. Errors of the one-centre truncation may remain, but they no longer depend on where the structure sits.

Without phases the operator is $\frac12(\mathbf p+\frac12\mathbf B\times\boldsymbol\rho+\mathbf a)^2$, with
\begin{equation}
\mathbf a=\tfrac12\mathbf B\times\mathbf R .
\end{equation}
A constant $\mathbf a$ is pure gauge in the true problem, but the truncated matrix elements need not respect that.

\section*{(e) How large is the false energy?}

\emph{Take one atom at $\mathbf R$ with a nondegenerate $s$ level $\varepsilon_0$, treated without phases. Find its energy to second order in $B$ at fixed $\mathbf R$.}

\paragraph{Solution.} Use coordinates $\boldsymbol\rho$ centred on the nucleus and expand the square. With each operator in the form (\ref{onecentre}), the first- and second-order terms are
\begin{align}
V_1&=\mathbf a\cdot\mathbf P+\tfrac12\mathbf B\cdot\mathbf L,\\
V_2&=\tfrac12a^2S+\tfrac18|\mathbf B\times\boldsymbol\rho|^2+\tfrac12\mathbf a\cdot(\mathbf B\times\boldsymbol\rho),
\end{align}
where $\mathbf P$ is the PAW momentum and $S$ the PAW overlap, the image of the unit operator. $S$ itself does not depend on the field.

Write $H_0|k\rangle=\varepsilon_kS|k\rangle$ with $\langle k|S|l\rangle=\delta_{kl}$. The first-order energy vanishes, because $\mathbf P$ changes parity and $\mathbf L$ annihilates an $s$ state. The first- and second-order equations are
\begin{align}
(H_0-\varepsilon_0S)|\psi_1\rangle&=-V_1|0\rangle,\\
(H_0-\varepsilon_0S)|\psi_2\rangle+V_1|\psi_1\rangle+V_2|0\rangle&=E_2S|0\rangle .
\end{align}
The first gives $|\psi_1\rangle=-\sum_{k\ne0}|k\rangle\langle k|V_1|0\rangle/(\varepsilon_k-\varepsilon_0)$. Projecting the second on $\langle0|$ removes $\psi_2$:
\begin{equation}
E_2=\langle0|V_2|0\rangle-\sum_{k\neq0}\frac{|\langle k|V_1|0\rangle|^2}{\varepsilon_k-\varepsilon_0}.
\end{equation}
In $V_1$ only $\mathbf a\cdot\mathbf P$ acts. In $V_2$ the first term gives $\frac12a^2$ and the last vanishes by parity. The middle term gives $\frac18B^2\cdot\frac23\langle\rho^2\rangle$, since two of three equivalent directions are perpendicular to $\mathbf B$. An $s$ state responds equally in all directions, so $\mathbf a$ may be taken along $z$:
\begin{equation}
E_2=\frac{B^2\langle\rho^2\rangle}{12}+\kappa a^2,\quad
\kappa=\frac{1-f}{2},\quad
f=2\sum_{k\neq0}\frac{|\langle k|P_z|0\rangle|^2}{\varepsilon_k-\varepsilon_0}.
\label{kappa}
\end{equation}

The first term is the true diamagnetic shift. The second is false, as the exact problem shows. There $[z,H]=ip_z$, so $\langle k|p_z|0\rangle=i(\varepsilon_k-\varepsilon_0)\langle k|z|0\rangle$. Inserting this for one factor in $f$ gives $f=2i\langle0|p_zz|0\rangle$; inserting its conjugate for the other gives $f=-2i\langle0|zp_z|0\rangle$. Their average is $f=i\langle0|[p_z,z]|0\rangle=1$, hence $\kappa=0$. The covariance defect of an $s$ level is thus a violated oscillator-strength sum rule: the positive $\frac12a^2$ and the negative second-order term fail to cancel. With phases, (d) removes $\mathbf a$ and the false term is absent. It also vanishes for $\mathbf R\parallel\mathbf B$.

\section*{(f) How much does it matter for silicon?}

\emph{Apply (\ref{kappa}) to the $3s$ level of a silicon atom at $R=10$ bohr from the gauge origin, perpendicular to $B=0.004$ a.u.}

\paragraph{Solution.} The atom is spherical, nonrelativistic and spin-unpolarized, in the local density approximation (Slater exchange, VWN correlation). Its potential is held fixed in the field, and the sphere radius is 2 bohr. With $\langle\rho^2\rangle=5.465$ bohr$^2$, the true shift is $(0.004)^2\times5.465/12=7.29$ microhartree. The gauge constant is $a=0.004\times10/2=0.02$. Two PAW sets were built, with one or two partial waves in each of the $s$ and $p$ channels. The first waves are $3s$ and $3p$, and the second $p$ wave lies at 0.64 hartree. Inside the sphere each smooth radial function $r\tilde\phi_i$ is $r^{l+1}$ times a cubic in $r^2$, matched through the third derivative; $\tilde V$ is a quadratic in $r^2$, matched through the second; and the projectors are the dualized functions $(\varepsilon_i-\tilde H)\tilde\phi_i$, with $\tilde H=\frac12p^2+\tilde V$. The table compares $\kappa a^2$ with direct solutions of the truncated problem, made without perturbation theory in a space of angular momenta up to 2.

\begin{center}
\begin{tabular}{lrr}
\hline
Partial waves per channel & 1 & 2\\
\hline
$f$ & 0.9444 & 1.0252\\
$\kappa$ & 0.0278 & $-0.0126$\\
$\kappa a^2$ (microhartree) & 11.12 & $-5.03$\\
Direct, no phases (microhartree) & 11.12 & $-5.03$\\
Direct, with phases (microhartree) & 0.00003 & 0.00003\\
\hline
\end{tabular}
\end{center}

The last two rows are changes relative to the same atom at the gauge origin. At $R=5$ bohr the shifts without phases fall to 2.78 and $-1.26$ microhartree, one quarter, as $a^2\propto R^2$ requires.

In these two sets the second partial wave reduces the defect and reverses its sign. The all-electron strengths from $3s$ allow a bookkeeping of the defect. They are $-0.060$ to $2p$, $0.867$ to $3p$ and $0.193$ to all higher $p$ states, with sum 1. The $2p$ term is negative because that level lies lower; it is occupied, but the one-electron sum rule counts it. Both PAW sets reproduce the $3p$ part, while their lowest $p$ level is $3p$ itself, so the $2p$ term is missing. Their remaining strengths are $0.077$ and $0.158$ instead of $0.193$. For two partial waves
\begin{equation}
\kappa=\tfrac12\bigl[-0.060+(0.193-0.158)\bigr]\approx-0.013 ,
\end{equation}
and for one, $\frac12[-0.060+(0.193-0.077)]\approx0.028$. In these two sets the two terms have opposite signs, so $\kappa$ is a small remainder and depends strongly on the construction. With the same recipe, one and two partial waves give $\kappa=0.021$ and $-0.099$ for a sphere radius of 1.6 bohr, where the remaining strength of the two-wave set, 0.330, exceeds the all-electron 0.193; for 2.4 bohr they give $-0.011$ and $+0.007$. At 2 bohr a third $p$ wave at 2 or 3 hartree gives $-0.004$ or $-0.007$, while four $p$ waves (third and fourth at 2 and 4 hartree) give $+0.064$ together with a spurious $p$ level near $-2.3$ hartree. Adding partial waves need not bring the defect steadily to zero.

In the magnetizability $-\partial^2E/\partial B^2$, the true contribution is $-\langle\rho^2\rangle/6=-0.911$ a.u. per $3s$ electron, and the false one is $-\kappa R^2/2=-1.39$ or $+0.63$ a.u. They are equal in size at $R=\sqrt{\langle\rho^2\rangle/(3|\kappa|)}$, which is 8.1 or 12.0 bohr for these two sets; for sphere radii of 1.6 and 2.4 bohr it ranges from about 4 to 16 bohr.

The distance of 10 bohr is roughly the edge of silicon's cubic cell, so such displacements occur in ordinary calculations. The field, 940 T, is far above that of steady-field laboratory magnets, which reach some tens of tesla, and was chosen to make the shifts easy to resolve. At 20 T the energies are smaller by $(20/940)^2\approx5\times10^{-4}$, but the ratio of false to true response is unchanged at this order. That ratio matters for computed susceptibilities; nuclear shieldings, which are also field responses, need covariance as well. In crystalline silicon the orbitals are bonded $s$--$p$ mixtures, for which $\mathbf L$ does not annihilate the state, and this change is not sized here. In a closed-shell system the LDA potential changes only at order $B^2$; this shifts single levels but leaves the total energy at order $B^2$ unchanged. Thus the values of $\kappa$ belong to the model atom and to these two PAW sets. The relativistic scale $(Z\alpha)^2\approx0.01$ suggests corrections of order one per cent to quantities such as $\langle\rho^2\rangle$; $\kappa$, a small remainder of nearly cancelling terms, may change by a larger fraction. The omitted spin Zeeman energy, $B/2=2000$ microhartree, far exceeds both orbital shifts, but in a uniform field it does not depend on $\mathbf R$ and cannot cancel the false term. The remaining values are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
Silicon atom, spherical nonrelativistic LDA (Slater + VWN)
augmentation radius                 2.00 bohr
levels 2p, 3s, 3p                   -3.51493 -0.39814 -0.15329 Ha
<r^2> of 3s                         5.4652 bohr^2
Covariance test, two atoms, largest wave-function mismatch
ordinary PAW, general shift         1.795e-01 bohr^-3/2 (trial peak about 1)
ordinary PAW, shift along B         4.4e-14 bohr^-3/2
PAW with phases, general shift      2.8e-14 bohr^-3/2
All-electron oscillator strengths from 3s (dimensionless)
total                               1.000000
to 2p (Pauli-forbidden)             -0.06012
to 3p                               0.86713
to all higher p states              0.19298
half the 2p strength                -0.03006
field B                             0.0040 a.u. = 940.2 T
distance R; a = B R / 2             10.0 bohr; 0.0200 a.u.
true shift B^2<r^2>/12              7.2869 microhartree
PAW with 1 partial wave(s) per s and p channel
  zero-field 3s level               -0.398135 Ha
  oscillator sum f; 3p part; rest   0.94440; 0.86713; 0.07726
  kappa = (1-f)/2                   0.027802
  field shift at origin             7.2868 microhartree
  extra shift at R, with phases     0.00003 microhartree
  extra shift at R, no phases       11.1158 microhartree
    the same in eV                  3.025e-04 eV
  kappa a^2 prediction              11.1208 microhartree
  extra shift at R/2, no phases     2.7798 microhartree
  false magnetizability at R        -1.3901 a.u.
  R where |false| = true shift      8.095 bohr
  smallest overlap eigenvalue       0.6866
  lowest pseudo s and p levels      -0.39813 -0.15329 Ha
PAW with 2 partial wave(s) per s and p channel
  zero-field 3s level               -0.398135 Ha
  oscillator sum f; 3p part; rest   1.02515; 0.86713; 0.15802
  kappa = (1-f)/2                   -0.012575
  field shift at origin             7.2868 microhartree
  extra shift at R, with phases     0.00003 microhartree
  extra shift at R, no phases       -5.0291 microhartree
    the same in eV                  -1.368e-04 eV
  kappa a^2 prediction              -5.0299 microhartree
  extra shift at R/2, no phases     -1.2575 microhartree
  false magnetizability at R        0.6287 a.u.
  R where |false| = true shift      12.036 bohr
  smallest overlap eigenvalue       0.2095
  lowest pseudo s and p levels      -0.39813 -0.15329 Ha
true 3s magnetizability -<r^2>/6    -0.9109 a.u. per electron
omitted spin Zeeman energy B/2      2000.0 microhartree
omitted relativistic scale (Z alpha)^2  0.01044
\end{verbatim}
